# Can a linear electron-spin-lattice three-temperature model oscillate?

**Q:** A laser pulse heats the electrons of a magnetic metal. They heat the spins and the lattice, and the spins heat the lattice too. With three reservoirs joined in a loop, why should heat not run round it and make the temperatures ring?

**A:** That depends on what fixes the flow between two reservoirs. Let $J_{ij}=f(T_i,T_j)$ be the power per volume that $i$ receives from $j$. I assume that it depends on those two temperatures alone, that it vanishes when they are equal, and that what $i$ gains $j$ loses. Since $f(T,T)=0$ for every $T$, differentiation gives $\partial_1f+\partial_2f=0$. Close to a common temperature, therefore,

$$J_{ij}=G_{ij}(T_j-T_i),\qquad G_{ij}=\partial_2 f .$$

The power received by $j$ is $-J_{ij}=G_{ij}(T_i-T_j)$, so the same coefficient serves both directions: $G_{ij}=G_{ji}$. I also take $G_{ij}\ge0$, so that heat runs from hot to cold. With constant heat capacities per volume $C_i>0$, the model after the pulse is

$$C_i\dot T_i=\sum_jG_{ij}(T_j-T_i),\qquad i,j=e,s,l .$$

The letters stand for electrons, spins and lattice. The algebra is in atomic units with $k_B=1$; the example below uses meV, nm, ps and K.

**Q:** That is still a three-by-three matrix, and real matrices can have complex eigenvalues.

**A:** Write it out. With $C$ the diagonal matrix of heat capacities, $C\dot T=-LT$, where

$$L=\begin{pmatrix}G_{es}+G_{el}&-G_{es}&-G_{el}\\-G_{es}&G_{es}+G_{sl}&-G_{sl}\\-G_{el}&-G_{sl}&G_{el}+G_{sl}\end{pmatrix}.$$

Each row sums to zero, so equal temperatures are stationary, and $T$ may be measured from any common base. Each column sums to zero, so $\sum_iC_iT_i$ is conserved.

The matrix that drives $T$ is $-C^{-1}L$, which is generally not symmetric, so your worry is fair. Now change variables to $y=C^{1/2}T$, which is possible with real numbers because every $C_i$ is positive. Inserting $T=C^{-1/2}y$ gives $C^{1/2}\dot y=-LC^{-1/2}y$, and multiplying by $C^{-1/2}$ gives

$$\dot y=-Sy,\qquad S=C^{-1/2}LC^{-1/2}.$$

This $S$ is real and symmetric. It therefore has real eigenvalues $\lambda_k$ and a complete set of orthonormal real eigenvectors $u_k$. A change of variables does not alter the rates, so

$$T(t)=\sum_k C^{-1/2}u_k\,\big(u_k\cdot y(0)\big)\,e^{-\lambda_kt}.$$

No sine or cosine can appear. Completeness also excludes terms such as $t\,e^{-\lambda t}$, even when two rates coincide.

**Q:** Real rates could still be negative, and then a temperature difference would grow.

**A:** The sign follows from the heat flow. For any real vector $x$,

$$x^TLx=\sum_{i,j}G_{ij}x_i(x_i-x_j).$$

Exchange the names $i$ and $j$, use $G_{ij}=G_{ji}$, and average the two forms. Since $x_i(x_i-x_j)+x_j(x_j-x_i)=(x_i-x_j)^2$,

$$x^TLx=\tfrac12\sum_{i,j}G_{ij}(x_i-x_j)^2=\sum_{\text{pairs}}G_{ij}(x_i-x_j)^2\ge0 .$$

For a normalized eigenvector, set $x=C^{-1/2}u_k$. Then $\lambda_k=u_k^TSu_k=x^TLx\ge0$. In the convention $T\propto e^{\mu t}$ the eigenvalues are $\mu_k=-\lambda_k\le0$.

A zero rate needs $x_i=x_j$ across every coupled pair. If the three reservoirs are connected, this leaves the uniform temperature alone, and energy conservation fixes the final value

$$T_\infty=\frac{\sum_iC_iT_i(0)}{\sum_iC_i}.$$

**Q:** Can I see the rates themselves, without finding eigenvectors?

**A:** Expand the characteristic polynomial of $C^{-1}L$:

$$\det(\lambda-C^{-1}L)=\lambda^3-a\lambda^2+b\lambda-\det(C^{-1}L).$$

The last term vanishes because the rows of $L$ sum to zero. The trace is

$$a=G_{es}\Big(\frac1{C_e}+\frac1{C_s}\Big)+G_{el}\Big(\frac1{C_e}+\frac1{C_l}\Big)+G_{sl}\Big(\frac1{C_s}+\frac1{C_l}\Big).$$

The coefficient $b$ is the sum of the three principal two-by-two minors. The electron-spin minor of $L$ is

$$(G_{es}+G_{el})(G_{es}+G_{sl})-G_{es}^2=G_{es}G_{el}+G_{es}G_{sl}+G_{el}G_{sl}\equiv D .$$

The other two minors of $L$ give the same $D$, as permuting the labels shows. Dividing each by its two heat capacities and adding,

$$b=D\Big(\frac1{C_eC_s}+\frac1{C_eC_l}+\frac1{C_sC_l}\Big)=D\,\frac{C_e+C_s+C_l}{C_eC_sC_l}.$$

One rate is zero and the others are

$$\lambda_{1,2}=\frac{a\mp\sqrt{a^2-4b}}2 .$$

The root is real because $a^2-4b=(\lambda_2-\lambda_1)^2$ and both rates have been shown to be real. If $D=0$, at least two of the couplings vanish, a reservoir is cut off, and a second rate is zero.

As a check on this reasoning, 2000 random sets of capacities and couplings were diagonalized without first symmetrizing the matrix. No imaginary part appeared.

**Q:** I have seen calculated spin temperatures that rise, fall and then settle. Is that not an oscillation?

**A:** It is an overshoot, and real rates allow one. "Cannot oscillate" has to be made precise. For connected reservoirs with distinct rates, each velocity $v_i=\dot T_i$ has the form

$$v_i=B_1e^{-\lambda_1t}+B_2e^{-\lambda_2t}=e^{-\lambda_1t}\big[B_1+B_2e^{-(\lambda_2-\lambda_1)t}\big].$$

The bracket is monotonic in time, so it vanishes at most once unless both amplitudes are zero. Each temperature thus has at most one turning point, or is constant. The deviation $T_i-T_\infty$ is a sum of the same two exponentials, so it too changes sign at most once. If the two rates coincide, or if a reservoir is cut off, a single decaying exponential is left and there is no turning point.

**Q:** How do I tell whether a given temperature will turn?

**A:** From its first two derivatives at $t=0$. They obey $v_i(0)=B_1+B_2$ and $\dot v_i(0)=-\lambda_1B_1-\lambda_2B_2$. Eliminating one amplitude at a time,

$$B_1=\frac{\lambda_2v_i(0)+\dot v_i(0)}{\lambda_2-\lambda_1},\qquad B_2=-\frac{\lambda_1v_i(0)+\dot v_i(0)}{\lambda_2-\lambda_1}.$$

Setting $v_i=0$ gives $e^{(\lambda_2-\lambda_1)t}=-B_2/B_1$, hence

$$t^*=\frac{\ln(-B_2/B_1)}{\lambda_2-\lambda_1},$$

which lies after the start if $-B_2/B_1>1$. Take a temperature that first rises, $v_i(0)>0$. The ratio is

$$-\frac{B_2}{B_1}=\frac{\lambda_1v_i(0)+\dot v_i(0)}{\lambda_2v_i(0)+\dot v_i(0)},$$

and its numerator is smaller than its denominator. It can exceed one only if both are negative. The temperature therefore turns if and only if $\dot v_i(0)<-\lambda_2v_i(0)$: its initial rise must slow down faster than the fast mode alone would make it.

**Q:** Could the electrons, which took the pulse, also dip and recover?

**A:** Not if they alone were heated, by $\Delta T$ above a common base. Then $y(0)$ has the single component $\sqrt{C_e}\,\Delta T$, and the electron rise is

$$T_e(t)=\Delta T\sum_k(u_{k,e})^2e^{-\lambda_kt}.$$

One factor $u_{k,e}$ comes from projecting the initial state on the mode and the other from reading the electron temperature, while the factors $\sqrt{C_e}$ cancel. Every coefficient is a square, so $\dot T_e\le0$ at all times. The same holds for whichever reservoir is heated alone.

**Q:** Give me numbers for a magnetic film.

**A:** Take round parameters in the rough regime of a nickel film at 300 K. The heat capacities are $C_e=2$, $C_s=1.5$ and $C_l=22$ meV/(nm³ K). The couplings are $G_{es}=4$, $G_{el}=5$ and $G_{sl}=0.2$ meV/(ps nm³ K). A weak pulse raises the electrons by 30 K at once, which deposits $2\times30=60$ meV/nm³. Then

$$a=4(0.5+0.6667)+5(0.5+0.0455)+0.2(0.6667+0.0455)=7.536\ \text{ps}^{-1},$$

$$D=20+0.8+1=21.8,\qquad b=21.8\times\frac{25.5}{66}=8.423\ \text{ps}^{-2},$$

with $D$ in the square of the coupling unit. The discriminant is $a^2-4b=23.106$ ps⁻², with root 4.807 ps⁻¹, so

$$\lambda_1=1.365\ \text{ps}^{-1},\qquad\lambda_2=6.172\ \text{ps}^{-1}.$$

The decay times are 0.73 ps and 0.16 ps. The final common rise is $60/25.5=2.35$ K.

For the spins, $v_s(0)=4\times30/1.5=80$ K/ps. The electrons start at $-9\times30/2=-135$ K/ps and the lattice at $5\times30/22=6.82$ K/ps. Differentiating the spin equation once,

$$\dot v_s(0)=\frac{4(-135-80)+0.2(6.82-80)}{1.5}=-583\ \text{K/ps}^2 .$$

This lies below $-\lambda_2v_s(0)=-494$ K/ps², so the spins must overshoot. For the lattice the acceleration is $-31.6$ K/ps², above its threshold $-6.172\times6.82=-42.1$ K/ps², so it does not turn.

The spin velocity amplitudes are $B_1=-18.59$ and $B_2=98.59$ K/ps, and the peak comes at

$$t^*=\frac{\ln(98.59/18.59)}{4.807}=0.347\ \text{ps}.$$

Integrating the velocity gives temperature amplitudes $-B_k/\lambda_k$:

$$T_s(t)=2.35+13.62\,e^{-\lambda_1t}-15.97\,e^{-\lambda_2t}\ \text{K},$$

a rise above 300 K that starts from zero and reaches 8.96 K at the peak.

**Q:** What stops the spins there, if nothing oscillates?

**A:** A balance of two flows. At the peak the electrons are 9.34 K and the lattice 1.27 K above the base. The spins receive $4(9.34-8.96)\approx1.5$ meV/(ps nm³) from the electrons and pass $0.2(8.96-1.27)\approx1.5$ to the lattice. The electrons are still slightly hotter than the spins, but they keep losing heat to the lattice. After that the spins cool towards 2.35 K from above.

**Q:** Would the picture simplify if the electrons and spins exchanged heat very quickly?

**A:** Yes. For $G_{es}$ much larger than the other couplings, the leading fast rate is $a\simeq G_{es}(1/C_e+1/C_s)$. With $D\simeq G_{es}(G_{el}+G_{sl})$, the slow rate is

$$\lambda_1\simeq\frac ba\simeq(G_{el}+G_{sl})\Big(\frac1{C_e+C_s}+\frac1{C_l}\Big).$$

Electrons and spins first become one reservoir, which then relaxes against the lattice. Here the formulas would give 4.67 and 1.72 ps⁻¹ instead of 6.17 and 1.36. The slow rate is about 26% too high, because $G_{es}$ is not large compared with $G_{el}$. The limit would also put the spins at $60/3.5=17.1$ K before the lattice took any heat, almost twice the actual peak.

**Q:** You get no ringing because you assumed symmetry. Would energy conservation not be enough?

**A:** No. Keep energy conservation and the stationarity of equal temperatures, but drop symmetry. This means giving up at least one of the first assumptions: that each pair flow depends on its two temperatures alone, that it vanishes when they are equal, or that gain and loss balance within each pair and not only in the total. The exchange matrix $K$ that replaces $L$ then has zero row sums and zero column sums, so its symmetric and antisymmetric parts each have zero row sums. Let the antisymmetric part have entries $p$, $q$, $r$ at $es$, $el$, $sl$. The first two rows require $p+q=0$ and $-p+r=0$. One free number $h$ remains:

$$K=L+h\begin{pmatrix}0&1&-1\\-1&0&1\\1&-1&0\end{pmatrix}.$$

If each one-way flow is proportional to the temperature of the reservoir it leaves, this number describes heat circulating round the loop. The diagonal is unchanged, so $a$ is unchanged. In the electron-spin minor, $G_{es}^2$ is replaced by $(-G_{es}+h)(-G_{es}-h)=G_{es}^2-h^2$, so $D$ becomes $D+h^2$. The other minors change in the same way. A complex pair appears when $a^2<4b$ with this new $D$, that is, when $|h|>h_c$ with

$$h_c^2=\frac{a^2C_eC_sC_l}{4(C_e+C_s+C_l)}-D .$$

For three equal capacities $C$ and a purely one-way loop of strength $g$, we have $G_{ij}=h=g/2$. In units of $g/C$ this gives $a=3$ and $b=3(0.75+0.25)=3$, so $\lambda=1.5\pm0.866i$. That system rings while conserving energy. The ringing is strongly damped: over half a period the envelope falls by $e^{-1.5\pi/0.866}$, to about 0.4%.

**Q:** Could a little nonreciprocity make your film ring?

**A:** Not a little. Its threshold is $h_c=3.87$ meV/(ps nm³ K), nearly as large as $G_{es}$. At that value the coefficient with which the lattice heats the spins, $G_{sl}-h$, would be $-3.67$. If every one-way coefficient must stay nonnegative, then $|h|\le0.2$, and this film cannot ring.

**Q:** And if a symmetric coupling is negative?

**A:** The matrix $S$ is still symmetric, so the rates stay real, but the sum of squares is no longer guaranteed to be nonnegative. For the film $D=20+9G_{sl}$, so growth begins only when $G_{sl}$ lies below $-20/9\approx-2.2$ meV/(ps nm³ K). With $G_{sl}=-3$, $D=20-12-15=-7$. Then $\lambda_1\lambda_2=b<0$, so one mode grows; its growth rate is 0.47 ps⁻¹. Symmetry excludes ringing, and nonnegative couplings exclude growth.

**Q:** You also let heat flow respond instantly. What if it lags?

**A:** Then the theorem no longer applies. Suppose that every flow approaches its instantaneous value with the same lag $\tau$. The net power $J=C\dot T$ obeys $\tau\dot J+J=-LT$. In the variables $y$ this is $\tau\ddot y+\dot y+Sy=0$, and for the amplitude $x$ of a mode with rate $\lambda$,

$$\tau\ddot x+\dot x+\lambda x=0.$$

Inserting $x\propto e^{\mu t}$ gives

$$\mu=\frac{-1\pm\sqrt{1-4\lambda\tau}}{2\tau}.$$

The mode oscillates once $4\lambda\tau>1$. The fast mode is the first to do so, at $\tau=1/(4\times6.172)=0.041$ ps. A lag gives the heat flow inertia, which the three-temperature equations lack.

**Q:** How far can I trust the example for a real nickel film?

**A:** The inputs are rough. In SI units $C_e=3.2\times10^5$ and $C_l=3.5\times10^6$ J/(m³ K), and $G_{el}=8\times10^{17}$ W/(m³ K). The spin capacity and spin couplings are the least certain, since they depend on how a spin temperature is defined. The 30 K step is also small: a stronger pulse can heat the electrons by hundreds of kelvin. At such heating constant coefficients are a poor assumption, and I have no number here for the resulting error.

For the weak pulse, the spin peak of 8.96 K changes as follows when one assumption is relaxed while the absorbed energy and the other settings are held fixed:

- Electron heat capacity proportional to temperature: 8.88 K, or 0.9% lower. The same energy then raises the electrons by 28.6 K at first, not 30 K.
- Spin heat capacity that varies with temperature as in a mean-field spin-1/2 law with a rough Curie temperature of 630 K, scaled to keep its value of 1.5 meV/(nm³ K) at 300 K: 8.74 K, or 2.5% lower.
- Energy reaching the thermal electrons with a rough delay time of 0.1 ps: 8.58 K, or 4.2% lower.
- Loss from a 10 nm film to its substrate, with a rough conductance of 0.6 meV/(ps nm² K): no change at this precision.

All four together give 8.34 K, 7% below the simple model.

The uncertain values of $C_s$ and $G_{es}$ matter more. In the simple model, halving or doubling $C_s$ moves the peak to 12.8 or 5.8 K, and halving or doubling $G_{es}$ moves it to 6.6 or 11.3 K. Halving or doubling $G_{sl}$ moves it only to 9.1 or 8.8 K. In each of these cases the spins still turn once. For changes of this size, the overshoot is thus more secure than its height.

The film is also assumed uniform in depth. With a rough electron diffusivity $\mathcal D=200$ nm²/ps and insulated faces, an uneven electron temperature would by itself level in about $d^2/(\pi^2\mathcal D)=0.05$ ps. That is shorter than the fast time of 0.16 ps, but not negligible beside it, so the spins and the lattice take over part of the unevenness. If only the electrons conduct, the lattice can keep its part for several picoseconds. With insulated faces and constant coefficients, the temperatures averaged over depth still obey the three equations exactly; it is the local temperatures that differ. The bound of one turning point holds for the averages only. For example, take heating that falls off with depth over a rough absorption length of 13 nm, with only the electrons conducting. The spin peak is then about 9.5 K at the front and 8.5 K at the back, the lattice unevenness decays in about 5 ps, and the electron and spin temperatures at the back turn twice. The delay time of 0.1 ps exceeds the critical lag of 0.041 ps, but it describes a late supply of heat, not a lag in every exchange, so it does not by itself predict ringing.

**Q:** Does the substrate spoil the theorem?

**A:** It changes the count of turning points, not the reality of the rates. A loss $\kappa/d$ per volume to a bath at the base temperature adds a nonnegative number to the lattice diagonal of $L$. The matrix stays symmetric and $x^TLx$ stays nonnegative, but the zero rate becomes a slow decay. Once the three reservoirs share one temperature, $\sum_iC_i\,\dot T\simeq-(\kappa/d)T$, and the cooling time is $25.5\times10/0.6\approx425$ ps.

Three decaying exponentials now enter each velocity. A nonzero sum of $n$ real exponentials has at most $n-1$ zeros. To see this, multiply it by the inverse of one exponential and differentiate. One term disappears, and between two zeros of a function its derivative has a zero, so each added term adds at most one zero. With the bath, each temperature can thus turn at most twice after the source is off.

In the run with all four effects, each temperature turned once within 8 ps. The electrons now start cold and must first warm up, and the lattice must finally return to the base temperature.

**Q:** So if a measured signal rings, what may I conclude?

**A:** That it is not the free relaxation of three temperatures under these assumptions, if the signal follows one of them in proportion. The source may still be acting, since a periodic source forces a periodic response. The exchange may be nonreciprocal or delayed. Or the signal may contain a variable that can oscillate by itself, such as lattice strain, which has inertia, or the direction of the magnetization, which precesses. A single overshoot of a reservoir that was not heated directly does not exclude the reciprocal model, which can produce one too. But if one reservoir alone was heated at once, a fall of its own depth-averaged temperature below the final value would exclude that model with constant coefficients. It would not exclude reciprocity after a strong pulse, when the couplings change with temperature. Take $C_e=2$, $C_s=C_l=10$, $G_{el}=1$ and $G_{sl}=0$ in the units above (not nickel values), and an electron-spin flow proportional to $T_e^4-T_s^4$ with slope 0.3 at 300 K. A 900 K step then carries the electrons about 3 K below their final temperature before they recover. The numerical output gives the remaining mode amplitudes.

## Table of computed values

```
Random systems diagonalized: 2000
Largest |imaginary part|/a: 0.0e+00
Random paths followed: 100
Most turning points, most final-value crossings: 1 1
One-way loop rates (g/C = 1): [ 1.5-0.866j  1.5+0.866j -0. -0.j   ]
One-way loop turning points counted: 4
Base temperature, electron heating: 300 K, 30 K
C_e, C_s, C_l [meV/(nm^3 K)]: [ 2.   1.5 22. ]
G_es, G_el, G_sl [meV/(ps nm^3 K)]: [4.  5.  0.2]
C_e, C_s, C_l [J/(m^3 K)]: ['3.204e+05', '2.403e+05', '3.525e+06']
G_es, G_el, G_sl [W/(m^3 K)]: ['6.409e+17', '8.011e+17', '3.204e+16']
Absorbed energy density: 60.0 meV/nm^3
a: 7.5364 1/ps
D: 21.800 [meV/(ps nm^3 K)]^2
b: 8.4227 1/ps^2
a^2 - 4b: 23.1059 1/ps^2
Slow and fast rates: 1.3648, 6.1716 1/ps
Slow and fast times: 0.7327, 0.1620 ps
Final common rise: 2.3529 K
Initial velocities e,s,l [K/ps]: [-135.       80.        6.8182]
Initial accelerations e,s,l [K/ps^2]: [ 784.545 -583.091  -31.566]
Velocity amplitudes B1 e,s,l [K/ps]: [-10.1151 -18.5906   2.1871]
Velocity amplitudes B2 e,s,l [K/ps]: [-124.8849   98.5906    4.6311]
Slow temperature amplitudes e,s,l [K]: [ 7.4117 13.6219 -1.6026]
Fast temperature amplitudes e,s,l [K]: [ 20.2354 -15.9749  -0.7504]
Spin peak time: 0.3471 ps
Rises e,s,l at spin peak [K]: [9.3444 8.9597 1.2669]
Turning points e,s,l: [0, 1, 0]
Largest closed-form/integration difference: 6.3e-09 K
Critical circulation: 3.8666 meV/(ps nm^3 K)
Negative G_sl tested: -3.0 meV/(ps nm^3 K)
Growth rate with that G_sl: 0.4720 1/ps
Critical flow memory: 0.0405 ps
Rough Curie temperature: 630 K
Film thickness: 10 nm
Rough interface conductance: 0.6 meV/(ps nm^2 K)
Rough electron thermalisation time: 0.10 ps
Rough electron heat diffusivity: 200 nm^2/ps
Spin peak rise, electron C proportional to T: 8.8821 K
Spin peak rise, mean-field spin C(T): 8.7374 K
Spin peak rise, delayed thermalisation: 8.5838 K
Spin peak rise, substrate loss: 8.9597 K
Spin peak rise, all four effects: 8.3364 K
Turning points e,s,l, all four effects, first 8 ps: [1, 1, 1]
Cooling time to substrate: 425.1 ps
Electron levelling time across film: 0.0507 ps
```
